# Debugging a numerical check: Magnetoresistance of a Coulomb-Blocked Single-Level Dot at High Bias

```python
# Result under test: a single-level dot with infinite charging energy, at high
# bias between identical collinear ferromagnetic contacts, has
#     MR = (I_P - I_AP)/I_AP = 4 P^2 / [3 (1 - P^2)]
# when there is no spin relaxation.
# P: contact polarization; gamma: spin-averaged tunnel rate of one contact;
# I_P, I_AP: currents for parallel and antiparallel magnetizations;
# a: source rate / drain rate; T1: spin relaxation time on the dot.
# Internally rates are in units of gamma, currents in e*gamma, energies in meV.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import expit

MEV = 1e-3 * const.e
KB_MEV = const.k / MEV


def fermi(energy, mu, kT):
    return expit(-(energy - mu) / kT)


def contact_rates(pol_s, pol_d, a, antiparallel):
    sign = -1 if antiparallel else 1
    source = a * np.array([1 + pol_s, 1 - pol_s])
    drain = np.array([1 + sign * pol_d, 1 - sign * pol_d])
    return source, drain


def four_state(source, drain, U, bias, kT, split=0.0, flip=0.0):
    """Steady state over (empty, up, down, double) and both contact currents.
    The mean level energy is zero, midway between the Fermi levels.
    The flip rate is meant for degenerate spin levels."""
    level = np.array([split / 2, -split / 2])
    generator = np.zeros((4, 4))
    net_in = np.zeros((2, 4))  # net electrons entering per time from each state
    for c, (rates, mu) in enumerate([(source, bias / 2), (drain, -bias / 2)]):
        for s in (0, 1):
            for low, high, energy in [(0, 1 + s, level[s]),
                                      (2 - s, 3, level[s] + U)]:
                f = fermi(energy, mu, kT)
                generator[high, low] += rates[s] * f
                generator[low, high] += rates[s] * (1 - f)
                net_in[c, low] += rates[s] * f
                net_in[c, high] -= rates[s] * (1 - f)
    generator[1, 2] += flip
    generator[2, 1] += flip
    generator -= np.diag(generator.sum(axis=0))
    matrix = np.vstack([generator, np.ones(4)])
    prob = np.linalg.lstsq(matrix, np.array([0, 0, 0, 0, 1.0]), rcond=None)[0]
    currents = net_in @ prob
    assert abs(currents.sum()) < 1e-10  # charge is conserved
    return prob, currents[0]


def master_mr(pol_s, pol_d=None, a=1.0, U=1e6, bias=1e3, kT=1.0, **kw):
    pol_d = pol_s if pol_d is None else pol_d
    i_p, i_ap = [four_state(*contact_rates(pol_s, pol_d, a, anti),
                            U, bias, kT, **kw)[1] for anti in (False, True)]
    return i_p / i_ap - 1


def mr_formula(P, loss=0.0):
    return 4 * P**2 / (3 * (1 - P**2 + loss))


# --- main result, unequal contacts, relaxation: full generator against formulas
for pol in (0.1, 0.4, 0.7, 0.95):
    assert abs(master_mr(pol) / mr_formula(pol) - 1) < 1e-8
    assert abs(master_mr(pol, U=0.0) / (pol**2 / (1 - pol**2)) - 1) < 1e-8
    for loss in (0.05, 1.0, 7.0):  # loss = 1/(gamma T1) = 2*flip
        assert abs(master_mr(pol, flip=loss / 2) / mr_formula(pol, loss) - 1) < 1e-8
for ps, pd, a in [(0.3, 0.6, 0.4), (0.8, 0.2, 3.0), (0.5, 0.5, 2.0)]:
    general = 4 * a * ps * pd / (1 - pd**2 + 2 * a * (1 - ps * pd))
    assert abs(master_mr(ps, pd, a) / general - 1) < 1e-8

# --- symbolic solution of the three-state equations with relaxation
x, loss_s = sp.symbols('P loss', positive=True)
p0, pu, pdn = sp.symbols('p0 pu pd')
symbolic_current = []
for sign in (1, -1):
    out_u, out_d = 1 + sign * x, 1 - sign * x
    sol = sp.solve([(1 + x) * p0 - out_u * pu - loss_s * (pu - pdn) / 2,
                    (1 - x) * p0 - out_d * pdn + loss_s * (pu - pdn) / 2,
                    p0 + pu + pdn - 1], [p0, pu, pdn], dict=True)[0]
    symbolic_current.append(sp.simplify(out_u * sol[pu] + out_d * sol[pdn]))
symbolic_mr = symbolic_current[0] / symbolic_current[1] - 1
assert sp.simplify(symbolic_current[0] - sp.Rational(2, 3)) == 0
assert sp.simplify(symbolic_mr - 4 * x**2 / (3 * (1 - x**2 + loss_s))) == 0
assert sp.simplify(symbolic_mr.subs(loss_s, 0) - 4 * x**2 / (3 * (1 - x**2))) == 0

# --- example inputs (rough regime of an InAs dot with Co or Ni contacts)
P = 0.4
h_gamma = 0.01          # hbar*gamma, meV
U, bias, T = 20.0, 10.0, 4.2   # meV, mV, K
orbital_gap = 15.0      # meV
T1 = 1e-6               # s
h_nuclear = 5e-4        # transverse hyperfine precession energy, meV
g_factor, field = 8.0, 0.1     # magnitude of g, tesla
kT = KB_MEV * T
gamma = h_gamma * MEV / const.hbar
to_nA = const.e * gamma * 1e9

prob_p, cur_p = four_state(*contact_rates(P, P, 1, False), 1e6, 1e3, 1.0)
prob_ap, cur_ap = four_state(*contact_rates(P, P, 1, True), 1e6, 1e3, 1.0)
mr = cur_p / cur_ap - 1
assert np.allclose(prob_p[:3], 1 / 3, atol=1e-9)
assert np.allclose(prob_ap[:3], np.array([1 - P**2, (1 + P)**2, (1 - P)**2])
                   / (3 + P**2), atol=1e-9)
assert abs(cur_ap - 2 * (1 - P**2) / (3 + P**2)) < 1e-9
assert abs((cur_p - cur_ap) / cur_p - 4 * P**2 / (3 + P**2)) < 1e-9

# --- random tunnelling cycles: wait while empty, choose a spin, dwell, leave
rng = np.random.default_rng(7)
cycles = 400000
simulated = []
for anti, reference in [(False, cur_p), (True, cur_ap)]:
    source, drain = contact_rates(P, P, 1, anti)
    arrivals = rng.exponential(1 / source, size=(cycles, 2))
    spin = arrivals.argmin(axis=1)
    times = arrivals.min(axis=1) + rng.exponential(1 / drain[spin])
    error = times.std() / np.sqrt(cycles)
    assert abs(times.mean() - 1 / reference) < 5 * error
    simulated.append(times.mean())
mr_simulated = simulated[1] / simulated[0] - 1

# --- density matrix with a static field on the dot spin
SX = np.array([[0, 1], [1, 0]], complex)
SZ = np.diag([1.0 + 0j, -1.0])


def density_current(pol, antiparallel, wx, wz):
    source, drain = contact_rates(pol, pol, 1, antiparallel)
    g_in, g_out = np.diag(source), np.diag(drain)
    ham = (wx * SX + wz * SZ) / 2
    columns = []
    for unit in np.eye(5, dtype=complex):
        empty, rho = unit[0], unit[1:].reshape(2, 2)
        d_rho = (-1j * (ham @ rho - rho @ ham) + g_in * empty
                 - (g_out @ rho + rho @ g_out) / 2)
        d_empty = -np.trace(g_in) * empty + np.trace(g_out @ rho)
        columns.append(np.concatenate([[d_empty], d_rho.ravel()]))
    matrix = np.vstack([np.array(columns).T, [1, 1, 0, 0, 1]])
    rhs = np.array([0, 0, 0, 0, 0, 1], complex)
    state = np.linalg.lstsq(matrix, rhs, rcond=None)[0]
    return (np.trace(g_in) * state[0]).real


def density_mr(pol, wx, wz):
    return density_current(pol, False, wx, wz) / density_current(pol, True, wx, wz) - 1


for wx, wz in [(0.0, 0.0), (0.3, 0.0), (1.5, 0.0), (1.5, 2.0), (0.0, 3.0)]:
    assert abs(density_mr(P, wx, wz) - mr_formula(P, wx**2 / (1 + wz**2))) < 1e-9

# --- limits of contact asymmetry; Julliere value from products of spin densities
dos = np.array([1 + P, 1 - P])
julliere = (dos @ dos) / (dos @ dos[::-1]) - 1
assert abs(master_mr(P, a=1e5) / julliere - 1) < 1e-4
assert master_mr(P, a=1e-5) < 1e-4
mr_a2, mr_ahalf = master_mr(P, a=2.0), master_mr(P, a=0.5)
# physical reversal of the bias exchanges filling and emptying contacts
src, drn = contact_rates(P, P, 2.0, False)
src_ap, drn_ap = contact_rates(P, P, 2.0, True)
mr_reversed = (four_state(src, drn, 1e6, -1e3, 1.0)[1]
               / four_state(src_ap, drn_ap, 1e6, -1e3, 1.0)[1] - 1)
assert abs(mr_reversed - mr_ahalf) < 1e-8

# --- sizes of neglected effects
mr_4K = master_mr(P, U=U, bias=bias, kT=kT)
mr_77K = master_mr(P, U=U, bias=bias, kT=KB_MEV * 77)
assert abs(mr_4K / mr - 1) < 1e-4
zeeman = g_factor * const.value('Bohr magneton') * field / MEV
mr_zeeman = master_mr(P, U=U, bias=bias, kT=kT, split=zeeman)
assert abs(mr_zeeman / mr - 1) < 1e-4
mr_T1 = master_mr(P, flip=1 / (2 * gamma * T1))
mr_nuclear = density_mr(P, h_nuclear / h_gamma, 0.0)
T1_half = 1 / (gamma * (1 - P**2))
assert abs(master_mr(P, flip=1 / (2 * gamma * T1_half)) / mr - 0.5) < 1e-8


def broadened_mr(width_unit, points=1000000):
    """Noninteracting level with its full Lorentzian lineshape."""
    theta = (np.arange(points) + 0.5) * np.pi / points - np.pi / 2
    tangent = np.tan(theta)
    result = []
    for anti in (False, True):
        total = 0.0
        for gl, gr in zip(*contact_rates(P, P, 1, anti)):
            energy = width_unit * (gl + gr) / 2 * tangent
            window = fermi(energy, bias / 2, kT) - fermi(energy, -bias / 2, kT)
            total += gl * gr / (gl + gr) * window.mean()
        result.append(total)
    return result[0] / result[1] - 1


mr_free = master_mr(P, U=0.0)
shift_broad = broadened_mr(h_gamma) / mr_free - 1
shift_narrow = broadened_mr(h_gamma / 10) / mr_free - 1
assert abs(shift_broad) < 0.01 and abs(shift_narrow) < 0.2 * abs(shift_broad)
cotunnel = h_gamma / (2 * np.pi) * quad(lambda E: 1 / (U - E)**2,
                                        -bias / 2, bias / 2)[0]
second_orbital = fermi(orbital_gap, bias / 2, kT)

# --- printed numbers
print(f"polarization P = {P:.2f}")
print(f"hbar*gamma = {h_gamma:.3f} meV; gamma = {gamma:.4e} 1/s")
print(f"charging energy = {U:.1f} meV; bias = {bias:.1f} mV")
print(f"temperature = {T:.1f} K; kT = {kT:.4f} meV")
print(f"hbar*gamma/kT = {h_gamma / kT:.4f}")
print(f"level to either Fermi level = {bias / 2 / kT:.2f} kT")
print(f"double occupation above source Fermi level = {(U - bias / 2) / kT:.2f} kT")
print("parallel p0, p_up, p_down = " + ", ".join(f"{v:.4f}" for v in prob_p[:3]))
print("antiparallel p0, p_up, p_down = " + ", ".join(f"{v:.4f}" for v in prob_ap[:3]))
print(f"I_P = {cur_p:.4f} e*gamma = {cur_p * to_nA:.4f} nA")
print(f"I_AP = {cur_ap:.4f} e*gamma = {cur_ap * to_nA:.4f} nA")
print(f"mean cycle time, parallel = {1e12 / (gamma * cur_p):.2f} ps")
print(f"mean cycle time, antiparallel = {1e12 / (gamma * cur_ap):.2f} ps")
print(f"MR (divided by I_AP) = {100 * mr:.3f} %")
print(f"same difference divided by I_P = {100 * (1 - cur_ap / cur_p):.3f} %")
print(f"MR from {cycles} random cycles = {100 * mr_simulated:.2f} %")
print(f"MR without charging energy = {100 * mr_free:.3f} %")
print(f"Julliere MR = {100 * julliere:.3f} %")
for pol in (0.2, 0.6, 0.8):
    print(f"MR at P = {pol:.1f}: {100 * master_mr(pol):.3f} %")
print(f"MR, source rate twice drain rate = {100 * mr_a2:.3f} %")
print(f"MR, source rate half drain rate = {100 * mr_ahalf:.3f} %")
print(f"finite T and U at 4.2 K: relative MR shift = {mr_4K / mr - 1:.2e}")
print(f"MR at 77 K, same single level = {100 * mr_77K:.3f} %")
print(f"Zeeman inputs: |g| = {g_factor:.1f}, field = {field:.2f} T")
print(f"Zeeman splitting = {zeeman:.4f} meV")
print(f"MR with Zeeman splitting, 4.2 K = {100 * mr_zeeman:.3f} %")
print(f"T1 = {T1 * 1e6:.1f} us; 1/(gamma*T1) = {1 / (gamma * T1):.2e}")
print(f"relaxation: relative MR shift = {mr_T1 / mr - 1:.2e}")
print(f"T1 that halves MR = {T1_half * 1e12:.2f} ps")
print(f"hyperfine precession energy = {h_nuclear * 1e3:.2f} ueV")
print(f"hyperfine field: relative MR shift = {mr_nuclear / mr - 1:.2e}")
print(f"broadening (no charging): relative MR shift = {shift_broad:.2e}")
print(f"spin-flip cotunnelling rate/gamma = {cotunnel:.2e}")
print(f"second orbital gap = {orbital_gap:.1f} meV")
print(f"source occupation at second orbital, 4.2 K = {second_orbital:.2e}")
print(f"same at 77 K = {fermi(orbital_gap, bias / 2, KB_MEV * 77):.3f}")
print("success")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 159, in <module>
    assert abs(master_mr(P, a=1e5) / julliere - 1) < 1e-4
               ^^^^^^^^^^^^^^^^^^^
  File "check.py", line 58, in master_mr
    i_p, i_ap = [four_state(*contact_rates(pol_s, pol_d, a, anti),
                ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
  File "check.py", line 58, in <listcomp>
    i_p, i_ap = [four_state(*contact_rates(pol_s, pol_d, a, anti),
                 ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
  File "check.py", line 52, in four_state
    assert abs(currents.sum()) < 1e-10  # charge is conserved
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The physics was right; the fault was numerical. The general least-squares solver lost accuracy when the two contact rates differed by a factor of 100000, and the left-over error, multiplied by the large source rate, broke the charge-conservation test. The steady state is now found by eliminating states one at a time using only sums, products and quotients of non-negative rates, which keeps even very small probabilities accurate. No tested quantity, case or tolerance has changed.

Repair:

```diff
@@ -28,10 +28,26 @@
 
 
+def steady_state(rates):
+    """Stationary probabilities; rates[j, i] is the rate from state i to j.
+    States are eliminated one by one without any subtraction, so small
+    probabilities stay accurate even when the rates differ greatly."""
+    work = rates.copy()
+    size = len(work)
+    for n in range(size - 1, 0, -1):
+        work[n, :n] /= work[:n, n].sum()
+        work[:n, :n] += np.outer(work[:n, n], work[n, :n])
+    prob = np.zeros(size)
+    prob[0] = 1.0
+    for n in range(1, size):
+        prob[n] = work[n, :n] @ prob[:n]
+    return prob / prob.sum()
+
+
 def four_state(source, drain, U, bias, kT, split=0.0, flip=0.0):
-    """Steady state over (empty, up, down, double) and both contact currents.
+    """Steady state over (empty, up, down, double) and the source current.
     The mean level energy is zero, midway between the Fermi levels.
     The flip rate is meant for degenerate spin levels."""
     level = np.array([split / 2, -split / 2])
-    generator = np.zeros((4, 4))
+    rates_between = np.zeros((4, 4))
     net_in = np.zeros((2, 4))  # net electrons entering per time from each state
     for c, (rates, mu) in enumerate([(source, bias / 2), (drain, -bias / 2)]):
@@ -40,13 +56,11 @@
                                       (2 - s, 3, level[s] + U)]:
                 f = fermi(energy, mu, kT)
-                generator[high, low] += rates[s] * f
-                generator[low, high] += rates[s] * (1 - f)
+                rates_between[high, low] += rates[s] * f
+                rates_between[low, high] += rates[s] * (1 - f)
                 net_in[c, low] += rates[s] * f
                 net_in[c, high] -= rates[s] * (1 - f)
-    generator[1, 2] += flip
-    generator[2, 1] += flip
-    generator -= np.diag(generator.sum(axis=0))
-    matrix = np.vstack([generator, np.ones(4)])
-    prob = np.linalg.lstsq(matrix, np.array([0, 0, 0, 0, 1.0]), rcond=None)[0]
+    rates_between[1, 2] += flip
+    rates_between[2, 1] += flip
+    prob = steady_state(rates_between)
     currents = net_in @ prob
     assert abs(currents.sum()) < 1e-10  # charge is conserved
```

The mended program passes:

```
polarization P = 0.40
hbar*gamma = 0.010 meV; gamma = 1.5193e+10 1/s
charging energy = 20.0 meV; bias = 10.0 mV
temperature = 4.2 K; kT = 0.3619 meV
hbar*gamma/kT = 0.0276
level to either Fermi level = 13.81 kT
double occupation above source Fermi level = 41.44 kT
parallel p0, p_up, p_down = 0.3333, 0.3333, 0.3333
antiparallel p0, p_up, p_down = 0.2658, 0.6203, 0.1139
I_P = 0.6667 e*gamma = 1.6228 nA
I_AP = 0.5316 e*gamma = 1.2941 nA
mean cycle time, parallel = 98.73 ps
mean cycle time, antiparallel = 123.81 ps
MR (divided by I_AP) = 25.397 %
same difference divided by I_P = 20.253 %
MR from 400000 random cycles = 25.40 %
MR without charging energy = 19.048 %
Julliere MR = 38.095 %
MR at P = 0.2: 5.556 %
MR at P = 0.6: 75.000 %
MR at P = 0.8: 237.037 %
MR, source rate twice drain rate = 30.476 %
MR, source rate half drain rate = 19.048 %
finite T and U at 4.2 K: relative MR shift = -1.00e-06
MR at 77 K, same single level = 19.538 %
Zeeman inputs: |g| = 8.0, field = 0.10 T
Zeeman splitting = 0.0463 meV
MR with Zeeman splitting, 4.2 K = 25.397 %
T1 = 1.0 us; 1/(gamma*T1) = 6.58e-05
relaxation: relative MR shift = -7.84e-05
T1 that halves MR = 78.36 ps
hyperfine precession energy = 0.50 ueV
hyperfine field: relative MR shift = -2.97e-03
broadening (no charging): relative MR shift = -1.30e-03
spin-flip cotunnelling rate/gamma = 4.24e-05
second orbital gap = 15.0 meV
source occupation at second orbital, 4.2 K = 1.00e-12
same at 77 K = 0.181
success
```
